\section*{Why a Collapsing Perfect Crystal Does Not Mark the Melting Point}

\section{A crystal whose melting point is known beforehand}

Take a simple cubic lattice with periodic boundaries. Each site is either ``crystal'', which is one state, or ``liquid'', which is $g$ states with an extra energy $E_0$. Each pair of unlike neighbours costs an energy $w>0$. The liquid thus has more energy and more entropy, as a liquid normally does.

Let $n$ be the number of liquid sites and $U$ the number of unlike pairs. The statistical weight of an arrangement is
\begin{equation}
g^{\,n}e^{-(E_0n+wU)/kT}
=\exp\left[-\frac{(E_0-kT\ln g)\,n+wU}{kT}\right].
\end{equation}
Exchanging liquid and crystal on every site leaves $U$ unchanged. If the factor multiplying $n$ vanishes, the exchange leaves the whole weight unchanged, and neither phase is favoured. The melting temperature $T_m$ therefore satisfies
\begin{equation}
E_0-kT_m\ln g=0,\qquad kT_m=\frac{E_0}{\ln g}.
\end{equation}
This presupposes that $w$ is large enough, compared with $kT_m$, for a mostly crystalline and a mostly liquid phase to exist separately. Otherwise the two kinds of site mix and there is no melting transition. The simulations below show two separate phases for the values used here.

For $g=4$ and $E_0=2w$ the condition gives $kT_m=2w/\ln 4=1.4427\,w$. Summing over all arrangements of a twelve-site block, and searching for the temperature at which half the sites are liquid on average, gives the same value.

Now start with every site crystalline and turn a cube of $\ell^3$ sites into liquid. It has $6\ell^2$ unlike pairs on its faces. Since $\ln g=E_0/(kT_m)$, the factor multiplying $n$ is $E_0-kT\ln g=-E_0(\theta-1)$, where $\theta=T/T_m$. The cost of the cube is
\begin{equation}
\Delta F=6w\ell^2-E_0(\theta-1)\ell^3 .
\end{equation}
This ignores fluctuations in the shape of the cube, but it shows the difficulty. At $T_m$ the second term is zero, and every enlargement of the cube costs more. The perfect crystal has no downhill path to the liquid, although the two phases are equally favoured. Slightly above $T_m$ the liquid is favoured, but a small cube still costs free energy.

\section{The belief and its appeal}

The belief is this: simulate a perfect periodic crystal, raise its temperature slowly, and read the melting point where the lattice collapses and the energy jumps.

There are good reasons to find it plausible. Above $T_m$ the crystal is not the equilibrium phase, so it ought to melt. Periodic boundaries remove the surfaces, which seems to leave the pure bulk property. The collapse is also sharp and repeatable, as a phase transition should be.

The first reason confuses what is favoured with what can be reached in the available time. The second removes the very places at which melting could begin. The third will turn out to be a property of the nucleation rate, and so no evidence of equilibrium.

\section{The driving force and the barrier}

The melting point at a given pressure is the temperature at which crystal and liquid have equal bulk free energies. Let $H>0$ be the heat of fusion per volume. Equality at $T_m$ requires the entropy of fusion per volume to be $H/T_m$. If both are taken as constant near $T_m$, and the volume difference between the phases is neglected, the free energy released per volume melted is
\begin{equation}
D=-H+T\frac{H}{T_m}=H(\theta-1).
\end{equation}
It is positive above $T_m$.

Consider a spherical liquid nucleus of radius $r$ inside the crystal, with a sharp interface of free energy $\gamma$ per area. Its cost is
\begin{equation}
G(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3D .
\end{equation}
The area term dominates at small $r$, the volume term at large $r$. At the maximum between them,
\begin{equation}
\frac{dG}{dr}=8\pi r\gamma-4\pi r^2D=0
\quad\Longrightarrow\quad r^*=\frac{2\gamma}{D}.
\end{equation}
Inserting this radius gives the barrier
\begin{align}
G^*&=4\pi\gamma\frac{4\gamma^2}{D^2}
-\frac{4\pi}{3}D\,\frac{8\gamma^3}{D^3}\nonumber\\
&=\left(16-\frac{32}{3}\right)\frac{\pi\gamma^3}{D^2}
=\frac{16\pi\gamma^3}{3D^2}.
\end{align}
As $T$ approaches $T_m$ from above, $D\to0$ and the barrier diverges. Within this theory an unbounded perfect crystal cannot melt at its melting point. The formula holds only while the critical sphere fits into the crystal. In a periodic cubic cell of edge $a$ the liquid can instead span the cell as a slab with two flat faces, and the barrier at $T_m$ is finite, $2\gamma a^2$.

Dividing by $kT=k\theta T_m$ and using $D=H(\theta-1)$ gives the barrier in thermal units,
\begin{equation}
\phi(\theta)=\frac{G^*}{kT}=\frac{\beta}{\theta(\theta-1)^2},
\qquad
\beta=\frac{16\pi\gamma^3}{3H^2kT_m}.
\end{equation}

\section{When a heated crystal collapses}

Let the cell hold $N$ atoms, each giving nucleation attempts at frequency $\nu$. Assume that the nucleation rate follows the temperature without delay, and that the first nucleus to pass the barrier melts the cell. The rate for the whole cell is then $N\nu e^{-\phi}$.

At a constant heating rate $Q$ we have $dT=Q\,dt$, hence $dt=(T_m/Q)\,d\theta$. The expected number of nuclei formed on the way from $T_m$ to $\theta T_m$ is
\begin{equation}
\Lambda(\theta)=\frac{N\nu T_m}{Q}\int_1^\theta e^{-\phi(x)}\,dx .
\end{equation}
The probability $P$ that the crystal still survives obeys $dP=-P\,d\Lambda$, so $P=e^{-\Lambda}$. Half of all crystals have collapsed when $P=1/2$, that is, when $\Lambda=\ln2$.

The integrand rises steeply, so the region near the upper limit dominates. There $\phi(x)\approx\phi(\theta)+|\phi'(\theta)|(\theta-x)$. Extending the lower limit to minus infinity adds little, and
\begin{equation}
\int_1^\theta e^{-\phi(x)}dx\approx
e^{-\phi(\theta)}\int_0^\infty e^{-|\phi'(\theta)|y}\,dy
=\frac{e^{-\phi(\theta)}}{|\phi'(\theta)|}.
\end{equation}
Setting $\Lambda=\ln2$ and taking logarithms gives the collapse condition
\begin{equation}
\phi+\ln|\phi'|=L,\qquad
L=\ln\frac{N\nu T_m}{Q\ln2}.
\label{eq:collapse}
\end{equation}
The slope follows from $\ln\phi=\ln\beta-\ln\theta-2\ln(\theta-1)$:
\begin{equation}
|\phi'|=\phi\left(\frac{2}{\theta-1}+\frac1\theta\right).
\end{equation}

\section{A number}

Take round model parameters, not those of a named material: $T_m=1000$~K, $H=10^9$~J/m$^3$, $\gamma=0.08$~J/m$^2$, $6\times10^{28}$ atoms per m$^3$ and $\nu=10^{13}$~s$^{-1}$. The cell has 4000 atoms and an edge of 4.05~nm, and is heated at $10^{12}$~K/s. Then
\begin{align}
\beta&=\frac{16\pi(0.08)^3}{3(10^9)^2(1.381\times10^{-23})(1000)}=0.621,\\
\frac{N\nu T_m}{Q}&=\frac{4000\times10^{13}\times1000}{10^{12}}
=4\times10^7 .
\end{align}
Hence $L=\ln(4\times10^7/0.693)=17.87$. The value $\theta=1.2001$ satisfies the collapse condition: it gives $\phi=12.93$ and $|\phi'|=140$, and $12.93+\ln140=17.87$. Evaluating the integral numerically gives 1.2008, and the median of randomly generated survival histories is 1.2003. The crystal collapses near 1200~K. Taking that as the melting point is an error of about 200~K, or twenty percent of $T_m$.

At collapse, $D=2.0\times10^8$~J/m$^3$, so $r^*=2(0.08)/(2.0\times10^8)$~m $=0.80$~nm. The critical nucleus contains about 130 atoms and fits into the cell. It is small enough, however, for a sharp interface with a constant $\gamma$ to be a strained assumption. The barrier is about $13\,kT$. At $1.05\,T_m$ the formula gives about $240\,kT$, but the critical sphere is then 6.4~nm across and does not fit into the cell of edge $a=4.05$~nm. The liquid would pass through a cylinder to a slab. The two shapes have equal area at a melted fraction $1/\pi$, where the cost peaks at $2\gamma a^2-Da^3/\pi\approx110\,kT$. That is still far too high to be crossed in such a run.

The sharpness of the collapse can now be explained. Near the median, $\Lambda$ grows by a factor $e$ whenever $\theta$ rises by $1/|\phi'|\approx1/140=0.007$, which is about 7~K. Between $P=3/4$ and $P=1/4$, $\Lambda$ grows from $\ln(4/3)=0.288$ to $\ln4=1.386$, a factor of 4.8, which takes about $7\ln4.8\approx11$~K. The middle half of repeated runs therefore lies within about 11~K, while the runs miss $T_m$ by about 200~K. Repeatability does not show that equilibrium has been reached.

\section{How general is twenty percent?}

Twenty percent belongs to the chosen parameters. With the rest unchanged, the superheating is 13.6, 20.1, 27.0 and 34.3 percent for $\gamma=0.06$, 0.08, 0.10 and 0.12~J/m$^2$. If $\phi$ at collapse were fixed and the factor $\theta$ in its denominator ignored, $\theta-1$ would vary as $\gamma^{3/2}$. Doubling $\gamma$ would then multiply it by 2.8. The calculated factor is $34.3/13.6=2.5$, mainly because the factor $\theta$ is not negligible at such superheating. The attempt frequency matters less: lowering $\nu$ a hundredfold raises the result from 20.1 to 23.9 percent.

One might hope to cure the error with a larger cell and slower heating. For large $L$, the leading balance in Eq.~(\ref{eq:collapse}) is $\phi\approx L$. With $\theta$ close to one this becomes
\begin{equation}
\frac{\beta}{(\theta-1)^2}\approx L
\quad\Longrightarrow\quad
\theta-1\approx\sqrt{\frac{\beta}{L}} .
\end{equation}
The collapse does move towards $T_m$ as the heating is slowed, but, as long as the critical nucleus fits into the crystal, only as the inverse square root of a logarithm. A perfect cubic millimetre contains $6\times10^{19}$ atoms. Heated at 1~K/s it has $N\nu T_m/Q=6\times10^{35}$ and $L=82.7$, and the estimate gives $\sqrt{0.621/82.7}=0.087$. The full integral also gives 8.7 percent. The agreement is this close because the two neglected corrections nearly cancel: the factor $\theta$ lowers the superheating, while $\ln|\phi'|$ raises it. Even this crystal, far beyond the reach of atomistic simulation, overshoots by 87~K.

That figure does not describe an ordinary piece of metal in a furnace. The calculation assumes no surface, grain boundary or other defect at which a liquid region could form more cheaply.

Two further effects limit the estimate. If the nucleus strains the surrounding crystal at an elastic cost $e>0$ per volume, $D$ is replaced by $D-e$, which raises the barrier and the superheating. In the other direction, a crystal may become mechanically unstable before nucleation is likely. That limit is not calculated here. It too would be a limit of stability, not a condition of equal free energies.

\section{Starting with an interface}

Now fill half of a long periodic cell with crystal and half with liquid, separated by flat fronts of total area $A$. If the fronts advance into the crystal by $dx$, a volume $A\,dx$ melts, while the interface area stays the same. The free energy changes by
\begin{equation}
dG=-D\,A\,dx=-H(\theta-1)A\,dx .
\end{equation}
There is no area term to overcome. Above $T_m$ the free energy falls as the liquid grows; below $T_m$ it falls as the crystal grows. The temperature at which the drift changes sign is the melting point.

The argument requires a front that is rough on the atomic scale, so that atoms can join either phase almost anywhere along it. On a smooth crystal face, each new layer must begin as an island whose edge costs free energy, and a smaller barrier remains. The argument also ends when the two fronts meet.

The lattice of the opening section can test this, because its melting point is known and its dynamics uses only $E_0$, $g$, $w$ and $kT$. Time is counted in sweeps, each of which updates every site once. Perfect crystals of 4096 sites were heated from $T_m$ at three rates, eight crystals at each. A crystal counts as collapsed once more than half of its sites are liquid. When a rise of one $T_m$ takes 500, 2000 or 8000 sweeps, the mean collapse temperature is 1.244, 1.205 or $1.190\,T_m$. The spread between runs came out as $0.004\,T_m$ in these samples; with only eight runs per rate this fixes no more than its order, well below $0.01\,T_m$. The collapse is sharp, depends on the heating rate and lies well above $T_m$. The agreement with the continuum theory is qualitative only. At these rates, and above all at the faster ones, the lattice is driven so far that it melts after a short and nearly fixed time, instead of waiting for one rare nucleus. Part of the dependence on the rate is a delay that the continuum theory leaves out: the liquid needs time to spread through the cell, and at the fastest rate the temperature rises by $0.04\,T_m$ in only 20 sweeps. That it lies near twenty percent here as well reflects the choice of $g$, $E_0$ and $w$, and does not confirm a universal number.

Half-and-half cells were then held at five fixed temperatures. The first 50 sweeps were left out of the count. Over the next 250, the liquid fraction changed by $-0.244$ at $kT=1.41\,w$, by $-0.034$ at $1.44\,w$ and by $+0.244$ at $1.47\,w$. A straight line fitted to all five points crosses zero at $kT=1.442\,w$, within 0.1 percent of the known $1.4427\,w$. No statistical error was computed for the crossing, so the agreement required of the test was one percent. At the outermost temperatures, 1.38 and $1.50\,w$, the changes are smaller than a straight line through the inner points would suggest. There the cells finish freezing or melting before the 250 sweeps are over, and the change then stops.

The most direct comparison changes nothing but the starting arrangement. At $1.08\,T_m$, cells of equal size were run for 1000 sweeps. Those that began as perfect crystals ended with a liquid fraction of 0.04; those that began with an interface ended with 0.97. Temperature, energies and duration were the same. What the perfect crystal lacked was a liquid region large enough to grow. These values appear in the numerical output below.

\section{What each simulation measures}

Heating a perfect crystal measures how far that cell can be superheated at that heating rate. Within nucleation theory the result lies above $T_m$, by an amount that a single heating rate does not reveal. Collapse temperatures at several rates could in principle be extrapolated to $T_m$, but they depend so weakly on the rate that small errors in them become large errors in $T_m$.

To find $T_m$, prepare both phases in contact at the desired pressure, hold the cell at several temperatures, and bracket the change from freezing to melting. The crystal must be free to take its equilibrium dimensions at each temperature, since strain raises its free energy and shifts the balance. Close to $T_m$ the drift is slow and can be hidden by fluctuations, so a narrower bracket calls for longer runs, larger cells or more repetitions.

Coexistence removes the error caused by the missing nucleus. It does not repair an inaccurate interatomic potential: the temperature found is the melting point of the model, which may differ from that of the material it is meant to represent.

\section*{Calculated quantities}
\begin{verbatim}
Model melting point: 1000 K
Heat of fusion per volume: 1.00e+09 J/m^3
Interface energy: 0.080 J/m^2
Atom density: 6.00e+28 1/m^3
Attempt frequency: 1.0e+13 1/s
Cell: 4000 atoms, edge 4.05 nm
Heating rate: 1.0e+12 K/s
beta: 0.6213 (no unit)
N nu Tm/Q: 4.00e+07 (no unit)
Median collapse, quadrature: 1.2008 Tm
Median collapse, end-point formula: 1.2001 Tm
Median collapse, random histories: 1.2003 Tm
Median collapse temperature: 1200.8 K
Error if taken as Tm: 200.8 K
Driving force at collapse: 2.008e+08 J/m^3
Barrier at collapse: 12.84 kT
Barrier at 1.05 Tm: 236.7 kT
Critical radius: 0.797 nm
Atoms in critical nucleus: 127
Superheating for gamma 0.06 J/m^2: 13.6 %
Superheating for gamma 0.08 J/m^2: 20.1 %
Superheating for gamma 0.10 J/m^2: 27.0 %
Superheating for gamma 0.12 J/m^2: 34.3 %
Superheating, nu 100 times lower: 23.9 %
Atoms in 1 mm^3: 6.0e+19
Superheating, 1 mm^3 at 1 K/s: 8.7 %
Lattice: g = 4, E0 = 2.0 w
Lattice kTm, symmetry: 1.4427 w
Lattice kTm, enumeration: 1.4427 w
Heated crystals: 8 per rate, 4096 sites each
Collapse, 500 sweeps per Tm: 1.244 Tm, spread 0.004 Tm
Collapse, 2000 sweeps per Tm: 1.205 Tm, spread 0.004 Tm
Collapse, 8000 sweeps per Tm: 1.190 Tm, spread 0.004 Tm
Coexistence cells: 6 per kT, 8192 sites each
Liquid fraction change in 250 sweeps, kT 1.38 w: -0.3938
Liquid fraction change in 250 sweeps, kT 1.41 w: -0.2443
Liquid fraction change in 250 sweeps, kT 1.44 w: -0.0341
Liquid fraction change in 250 sweeps, kT 1.47 w: +0.2435
Liquid fraction change in 250 sweeps, kT 1.50 w: +0.3742
Lattice kTm, coexistence: 1.4416 w
Coexistence error: -0.07 %
Held at 1.08 Tm for 1000 sweeps, 4 cells each
Final liquid fraction, perfect start: 0.042
Final liquid fraction, interface start: 0.971
\end{verbatim}
